Tkatchenko-Scheffler scaling of polarizability, C6 and radius: derivation and assumptions

**1. Definitions and conventions**

Hartree atomic units are used. Atom A sits in a molecule with electron density n(r), and r is measured from nucleus A. Let n_A(r) be the spherically averaged density of the free atom. The Hirshfeld weight of A and the two volumes are

w_A(r) = n_A(r) / Σ_B n_B(r)

V_free = ∫ r³ n_A(r) d³r

V_eff = ∫ r³ w_A(r) n(r) d³r

v = V_eff / V_free.

If n is replaced by the promolecular density Σ_B n_B, then w_A n = n_A and v = 1. An implementation should reproduce this.

These "volumes" are third moments of a density. For N electrons spread uniformly in a sphere of radius a, the density is 3N/(4πa³), and

∫ r³ n d³r = (3N/a³) ∫₀^a r⁵ dr = N a³/2.

The moment therefore depends on the electron number as well as on the size.

The dipole polarizability at imaginary frequency is α(iω), and α without an argument is its static value. Two distant atoms attract with energy −C6/R⁶. Two further quantities are defined for each atom, free or in the molecule:

κ = α / V

η = 4 C6 / (3α²), that is, C6 = (3/4) η α².

Here C6 refers to a pair of identical atoms. The rules to be derived are

α_eff = v α_free

C6_eff = v² C6_free

R_eff = v^(1/3) R_free,

where R is a van der Waals radius. They are not theorems about electrons in molecules. They rest on four assumptions:

- A1: each atom responds as an isotropic dipole, and for unlike pairs its response has a single pole at η.
- A2: κ_eff = κ_free.
- A3: η_eff κ_eff² = η_free κ_free².
- A4: the atomic density changes by uniform dilation, and the radius moves with it.

**2. C6 from the polarizabilities**

Place the atoms a distance R apart along z, far enough that their densities do not overlap, and neglect retardation. With x, y, z the electron coordinates of A summed over its electrons, and x′, y′, z′ those of B, the leading interaction of the two neutral atoms is

W = (x x′ + y y′ − 2 z z′) / R³.

Let ω_n and ω_m be excitation energies of A and B, and let z_n² = |⟨0|z|n⟩|², z_m² = |⟨0|z′|m⟩|². In second-order perturbation theory each term of the energy is −|⟨00|W|nm⟩|²/(ω_n+ω_m). For isotropic atoms, products of different Cartesian components cancel in the sum over a degenerate level, and the three squares are equal. The coefficients contribute 1² + 1² + (−2)² = 6, so

C6_AB = 6 Σ_nm z_n² z_m² / (ω_n + ω_m).

In a field oscillating at frequency Ω, the two first-order amplitudes have denominators ω_n − Ω and ω_n + Ω. Adding them gives

α(Ω) = Σ_n z_n² [1/(ω_n − Ω) + 1/(ω_n + Ω)] = Σ_n 2ω_n z_n² / (ω_n² − Ω²).

Setting Ω = iω,

α(iω) = Σ_n 2ω_n z_n² / (ω_n² + ω²).

To connect the two results, take a, b > 0 and use partial fractions:

∫₀^∞ dω / [(a²+ω²)(b²+ω²)]
= [1/(b²−a²)] [π/(2a) − π/(2b)]
= π / [2ab(a+b)].

The case a = b follows by continuity. Hence

1/(a+b) = (2/π) ∫₀^∞ ab dω / [(a²+ω²)(b²+ω²)].

Insert this with a = ω_n and b = ω_m. Each factor ω_n z_n²/(ω_n²+ω²), summed over n, is α_A(iω)/2, and likewise for B. The prefactor is 6 × (2/π) × (1/4) = 3/π, which gives the Casimir-Polder formula

C6_AB = (3/π) ∫₀^∞ α_A(iω) α_B(iω) dω.

**3. The rule for unlike pairs**

Assumption A1 now replaces the full response by

α(iω) = α η² / (η² + ω²).

The integral above, with a = η_A and b = η_B, gives

C6_AB = (3/π) α_A α_B η_A² η_B² × π / [2η_Aη_B(η_A+η_B)]
= (3/2) α_A α_B η_A η_B / (η_A + η_B).

For identical atoms this is (3/4)ηα², in agreement with the definition of η. To eliminate the frequencies, write C_A for C6_AA and use 1/η_A = 3α_A²/(4C_A):

C6_AB = (3/2) α_A α_B / (1/η_A + 1/η_B)
= 2 α_A α_B / (α_A²/C_A + α_B²/C_B).

Multiplying numerator and denominator by C_A C_B/(α_A α_B) gives

C6_AB = 2 C_A C_B / [(α_B/α_A) C_A + (α_A/α_B) C_B].

The single pole is an approximation for this pair rule. For like atoms, C6 = (3/4)ηα² holds by the definition of η, so the scaling of C6 in section 4 does not need it.

**4. Polarizability and C6**

From α = κV for the free and the embedded atom,

α_eff / α_free = (κ_eff/κ_free) v.

Assumption A2 sets the bracket to one and gives the linear rule. The physical content of A2 is that a more compact atom is less polarizable in strict proportion to its third moment.

For the dispersion coefficient, substitute α = κV into C6 = (3/4)ηα²:

C6_eff / C6_free = [η_eff κ_eff² / (η_free κ_free²)] v².

Assumption A3 sets this bracket to one and gives the square rule. A3 concerns a product and does not require η and κ to be constant separately.

If both rules are applied, as the method does, A2 and A3 together imply η_eff = η_free. This has a consequence for the oscillator strength. At large ω the single-pole response tends to S/ω² with

S = α η².

With η fixed and α proportional to v, S is also proportional to v: a compressed atom loses strength. If S were held fixed instead, η = (S/α)^(1/2) and

C6 = (3/4) S^(1/2) α^(3/2).

A linear α rule would then give C6 ∝ v^(3/2), whereas α ∝ v^(4/3) would give C6 ∝ v². The linear and the square rule are thus separate assumptions, and one does not follow from the other.

**5. A case that can be solved: dilation of a one-electron atom**

Let one electron move in a central potential U(r), and compare it with the potential

U_λ(r) = λ⁻² U(r/λ).

With r = λs, the kinetic energy −½∇_r² becomes −½λ⁻²∇_s². The whole Hamiltonian is therefore λ⁻² times the original one in the variable s. The states keep their shape and are stretched by λ, so

- excitation energies scale as λ⁻²;
- matrix elements of z scale as λ;
- V scales as λ³;
- α = 2Σ z_n²/ω_n scales as λ²/λ⁻² = λ⁴;
- C6 = 6Σ z_n²z_m²/(ω_n+ω_m) scales as λ⁴/λ⁻² = λ⁶.

In terms of the volume, α ∝ V^(4/3) and C6 ∝ V². In this model the square rule holds and the linear rule does not. The reason is visible in the factors: κ = α/V ∝ λ and η ∝ C6/α² ∝ λ⁻², so ηκ² is unchanged. A3 holds although A2 fails. The strength S ∝ λ⁴λ⁻⁴ is also unchanged. For a Gaussian well with λ = 0.85, the numerical exponents are 1.3333 for α and 1.9999 for C6.

The argument does not carry over to several interacting electrons. Under r = λs the repulsion 1/r₁₂ becomes λ⁻¹/s₁₂, not λ⁻²/s₁₂, so the Hamiltonian is no longer a multiple of the original.

Hydrogen squeezed by an added potential ½k²r² is a less ideal case, because −1/r is left unscaled. At k = 0.2 hartree the volume ratio is 0.657, and the values change as follows:

α: 4.501 → 2.597

C6: 6.502 → 2.978

η: 0.428 → 0.589.

These numbers come from a radial grid of step 0.02 bohr. The converged free-atom values are α = 4.500 and C6 = 6.499. The volume ratio, η and the exponents and percentages below are unaffected in the digits shown.

The linear rule predicts α = 0.657 × 4.501 = 2.96, which is 14% above the computed value. The square rule predicts C6 = 0.657² × 6.502 = 2.81, which is 6% below it. The exponents, taken between the free and the squeezed atom, are 1.31 for α and 1.86 for C6.

The C6 exponent lies below 2 for two reasons. The α exponent is below 4/3, which alone would give 1.97, and S is not constant, which accounts for the larger part of the shortfall. Here S = αη² is the strength of the effective single pole, with η defined through C6. It is not the total oscillator strength Σ 2ω_n z_n², which the Thomas-Reiche-Kuhn sum rule fixes at 1 for one electron in a local potential, free or squeezed. S rises from 0.824 to 2.597 × 0.5887² = 0.900. From C6 = (3/4)S^(1/2)α^(3/2), the exponent is

(3/2)(1.311) + (1/2) ln(0.900/0.824)/ln(0.6574) = 1.97 − 0.11 = 1.86.

The compensation between η and κ² is therefore partial here: ηκ² rises by 6%, while η alone rises by 38%.

**6. The radius**

Assumption A4 states that the atomic share of the density, w_A n, is a dilated copy of the free density with the same electron number:

n_λ(r) = λ⁻³ n_A(r/λ).

Substituting r = λs in the third moment gives V_eff = λ³V_free, so λ = v^(1/3). The charge inside radius R is

Q_λ(R) = ∫_{r<R} λ⁻³ n_A(r/λ) d³r = ∫_{s<R/λ} n_A(s) d³s = Q(R/λ).

A radius that encloses a fixed fraction of the charge therefore scales as R_eff = λR_free = v^(1/3)R_free. This is the cube-root rule.

A radius defined by a fixed density value n_c behaves differently. Its condition is

−3 ln λ + ln n_A(R/λ) = ln n_c.

Let s = d ln n_A/d ln r at the contour, a negative number. Differentiating with respect to ln λ,

−3 + s (d ln R/d ln λ − 1) = 0,

d ln R/d ln λ = 1 − 3/|s|.

Since d ln V/d ln λ = 3, the exponent against V is 1/3 − 1/|s|, which is below 1/3. Compression multiplies the density at corresponding points by λ⁻³, since n_λ(λr) = λ⁻³ n_A(r), and this pushes the contour outwards relative to the shrinking atom.

In squeezed hydrogen at k = 0.2 hartree, the radius enclosing 95% of the charge has the exponent 0.350, while the contour n = 0.002 has 0.098. The cube-root rule should accordingly be read as scaling a radius attached to the shape of the density. It does not describe a contour redrawn at the same density value in the molecule, and it does not determine R_free, which must be supplied.

**7. Use in an implementation**

For each atom, compute v, then α_eff, C6_eff and R_eff, and only then apply the pair rule of section 3 with the scaled values. Free-atom densities and the molecular density should come from the same level of theory, so that v measures the molecular environment and not a change of method. A small relative error δ in v becomes 2δ in the like-atom C6 and δ/3 in the radius.

At separations where densities overlap, the expansion behind −C6/R⁶ fails. A damping function is then needed, and the radii enter there. Its form does not follow from the present derivation.

**8. Worked example: SiH4**

The molecule is tetrahedral with a chosen Si-H distance of 2.80 bohr. All quantities are computed in Hartree-Fock theory with the aug-cc-pVDZ basis, and the responses in time-dependent Hartree-Fock theory. The free silicon atom is a triplet, and its polarizability is averaged over orientations. The unrestricted solution is not isotropic: its tensor has components 31.6, 40.3 and 40.3, so the isotropy asked for in A1 is imposed by the average. Electron correlation is left out. The basis is modest: free hydrogen has α = 4.29 here against 4.50 on the radial grid, 5% lower.

The free-atom data, in atomic units, are

Si: V = 103.92, α = 37.36, C6 = 310.8

H: V = 7.58, α = 4.294, C6 = 6.334.

In the molecule the Hirshfeld volumes are 77.29 for Si and 5.78 for each H, so

v(Si) = 77.29/103.92 = 0.744

v(H) = 5.78/7.58 = 0.763.

Hydrogen carries a Hirshfeld charge of −0.083 e, yet its volume has fallen. The contraction of its share outweighs the gain in electrons.

The scaled values are

α(Si) = 0.7437 × 37.36 = 27.78

C6(Si) = 0.7437² × 310.8 = 171.9

α(H) = 0.7626 × 4.294 = 3.275

C6(H) = 0.7626² × 6.334 = 3.684.

The cube-root rule multiplies the radii by 0.906 for Si and 0.914 for H. These factors follow from the rule, not from the shape of the computed shares. A4 asks for an unchanged electron number, whereas here Si carries +0.333 e and each H −0.083 e, so A4 holds at best approximately. The pair rule gives

C6(Si-H) = 2 × 171.9 × 3.684 / [(3.275/27.78) × 171.9 + (27.78/3.275) × 3.684] = 24.59.

For the free atoms the pair rule can be compared with the full frequency integral. It gives 43.35 against 43.50, so the single-pole approximation costs 0.3% for this pair.

The sum for the molecule's polarizability is

α = 27.78 + 4 × 3.275 = 40.9 a.u. = 6.06 Å³.

For two distant SiH4 molecules all interatomic distances tend to the same R, so the molecular C6 is the sum over one atom from each. There is 1 Si-Si pair, 8 Si-H pairs and 16 H-H pairs:

C6 = 171.9 + 8 × 24.59 + 16 × 3.684 = 427.5 a.u. = 255.5 eV Å⁶.

The response of the whole molecule, computed directly at the same level, gives α = 30.0 and C6 = 318.9. The comparison is

α: direct 30.0, scaled sum 40.9, unscaled sum 54.5

C6: direct 318.9, scaled sum 427.5, unscaled sum 758.9.

Scaling reduces the excess over the direct value from 82% to 36% for α, and from 138% to 34% for C6. It removes much of the error of the free-atom sum, but a substantial part remains.

Replacing v by v^(4/3) in the polarizability lowers the sum to 37.1, still 24% above the direct value, so that change of exponent alone does not close the gap. The sum also leaves out the coupling between induced dipoles inside the molecule. The calculation does not isolate the effect of this coupling, neither its size nor its sign. Since the direct values are themselves Hartree-Fock results in a modest basis, the comparison tests partition and scaling within one method and says nothing about agreement with experiment. The basis is common in name only: a free atom has just its own functions, while in the molecule each atom also draws on those of its neighbours, so the percentages above include a basis effect as well. Its size shows in aug-cc-pVTZ. There v changes little (0.742 for Si, 0.761 for H) and the direct values fall slightly (α = 29.8, C6 = 314.6), while the free-atom polarizabilities rise to 38.5 and 4.48. The excess of the scaled sum becomes 41% for α and 38% for C6, that of the unscaled sum 89% and 147%, and that of the v^(4/3) sum 28%. The percentages are thus uncertain by several points, and the larger basis widens the remaining gap.

The numerical check that accompanies this text covers the integrals, the dilation exponents, the squeezed atom and the SiH4 data.

Computed values

```
One electron in a Gaussian well, length factor 0.85
  V ratio 0.6141
  exponents against V: alpha 1.3333, C6 1.9999
  exponents: R(95% charge) 0.3333, R(fixed n) 0.2077
Free hydrogen on the radial grid (a.u.)
  V 7.502, alpha 4.501, C6 6.502
  eta 0.4278 hartree, alpha*eta^2 0.824
  R(95%) 3.148 bohr, R(n=0.002) 2.535 bohr
Squeezed hydrogen, harmonic frequency 0.1 hartree: V ratio 0.8595
  alpha 3.689, C6 4.926, eta 0.4827 (a.u.)
  ratios: kappa 0.9535, eta 1.1282, eta*kappa^2 1.0256
  exponents: alpha 1.315, C6 1.833, R(95%) 0.344, R(fixed n) 0.078
Squeezed hydrogen, harmonic frequency 0.2 hartree: V ratio 0.6574
  alpha 2.597, C6 2.978, eta 0.5887 (a.u.)
  ratios: kappa 0.8778, eta 1.3759, eta*kappa^2 1.0601
  exponents: alpha 1.311, C6 1.861, R(95%) 0.350, R(fixed n) 0.098
SiH4, Hartree-Fock/aug-cc-pvdz, Si-H distance 2.80 bohr
Si free (a.u.): V 103.92, alpha 37.358, C6 310.795, eta 0.2969
Si in SiH4: Hirshfeld charge +0.333 e, V 77.29 a.u., v 0.7437
  scaled: alpha 27.784 a.u., C6 171.908 a.u., radius factor 0.9060
H free (a.u.): V 7.58, alpha 4.294, C6 6.334, eta 0.4580
H in SiH4: Hirshfeld charge -0.083 e, V 5.78 a.u., v 0.7626
  scaled: alpha 3.275 a.u., C6 3.684 a.u., radius factor 0.9136
Free Si-H pair C6: integral 43.500, combination rule 43.348 a.u.
Scaled Si-H pair C6 24.586 a.u.
SiH4 alpha from finite field 30.003 a.u.
SiH4 alpha: direct 30.001, scaled sum 40.884, unscaled sum 54.535 a.u.
SiH4 alpha sum with v^(4/3) in place of v: 37.141 a.u.
SiH4 C6: direct 318.90, scaled sum 427.53, unscaled sum 758.92 a.u.
Scaled sum over direct: alpha 1.363, C6 1.341
Unscaled sum over direct: alpha 1.818, C6 2.380
Scaled sums converted: alpha 6.058 angstrom^3, C6 255.5 eV angstrom^6
```
